Why three-error-bar outliers exceed 0.3 percent with few Monte Carlo blocks

Q: I think my variational Monte Carlo program has a bug. I made 20,000 independent runs on hydrogen, with a trial function whose energy I know from quadrature. Each run was cut into ten blocks to get an error bar. Deviations beyond three error bars should occur 0.27 percent of the time, so I expected 54 such runs. I found 337.

A: Before suspecting the program, tell me what you sampled and how the error bar was computed.

Q: The atom is nonrelativistic, with a fixed nucleus. The trial function is

ψ = exp(u), u = −r/a₀ − βr²/a₀², β = 0.1.

I sample |ψ|² by Metropolis moves and average the local energy E_L = (Hψ)/ψ. Each run has 6000 steps and starts in equilibrium.

A: Then let us check E_L first, because its behaviour matters for the statistics. For a function of r alone,

(∇²ψ)/ψ = u″ + u′² + 2u′/r.

Here u′ = −1/a₀ − 2βr/a₀² and u″ = −2β/a₀². The three terms are

u″ = −2β/a₀²
u′² = 1/a₀² + 4βr/a₀³ + 4β²r²/a₀⁴
2u′/r = −2/(a₀r) − 4β/a₀².

Write E_h = ħ²/(m a₀²), where m is the electron mass. The kinetic prefactor is then −ħ²/(2m) = −E_h a₀²/2. Multiplying the sum by it gives

kinetic part = E_h[−1/2 + 3β + a₀/r − 2βr/a₀ − 2β²r²/a₀²].

By the definition of a₀, the Coulomb energy is −e²/(4πε₀r) = −E_h a₀/r. It cancels the a₀/r term, leaving

E_L = E_h[−1/2 + 3β − 2βr/a₀ − 2β²r²/a₀²].

This is a polynomial in r, and |ψ|² decays faster than any power, so every moment of E_L is finite. That removes one possible source of wild outliers. What value do you compare with?

Q: The quadrature mean of E_L over |ψ|², μ = −12.675 eV, or −2.031 × 10⁻¹⁸ J. I don't compare with the ground-state energy of this model, −13.606 eV. The difference of 0.93 eV is the error of the trial function, not a statistical fluctuation.

A: Good. Now show me an offending run.

Q: This is the first one in the batch. Its block energies, in eV, are

−13.070, −12.753, −13.557, −14.007, −12.592,
−13.131, −13.094, −12.796, −13.434, −13.032.

Their mean, taken before rounding the block energies, is −13.1464 eV. The squared deviations from the mean add up to 1.599 eV². I divide by 9, take the root, and divide by √10:

s = √(1.599/9) eV = 0.4215 eV
error bar = 0.4215/√10 eV = 0.1333 eV.

The run misses μ by −0.4712 eV, which is −0.4712/0.1333 ≈ −3.535 error bars; unrounded inputs give −3.536, or −3.54. The normal law gives 0.041 percent for a deviation at least that large in either direction.

A: Your arithmetic is right. The step I question is the use of the normal law. To which ratio does the 0.27 percent apply?

Q: To the deviation divided by the standard error.

A: By which standard error: the true one, or the one you estimated from ten numbers?

Q: The estimate. But s² with the divisor B − 1 is unbiased, so surely its errors average out?

A: They average out in s², but not in the probability of an outlier. Let us separate the two ratios. Assume that the B block means x₁, …, x_B are independent and Gaussian, with mean μ and standard deviation σ. Let x̄ be their average, and define

z = (x̄ − μ)/(σ/√B), w = s/σ, t = (x̄ − μ)/(s/√B) = z/w.

The variable z is a standard normal, so |z| > 3 has probability 0.27 percent. You counted |t| > 3. The factor w is the ratio of the estimated error bar to the true one, and it varies from run to run.

Q: The mean and s come from the same ten numbers. Aren't z and w tied together?

A: For Gaussian blocks they are independent, and a rotation shows it. Set gᵢ = (xᵢ − μ)/σ. These are B independent standard normals, with joint density proportional to exp(−Σgᵢ²/2). That density depends on the length of the vector g alone, so it keeps its form under any rotation. The rotated components h₁, …, h_B are therefore also independent standard normals. Choose the first new axis along (1, 1, …, 1)/√B. Then

h₁ = Σgᵢ/√B = √B ḡ = √B(x̄ − μ)/σ = z,

where ḡ is the average of the gᵢ. For the scatter, expand the square and use Σgᵢ = Bḡ:

Σ(gᵢ − ḡ)² = Σgᵢ² − 2ḡ·Bḡ + Bḡ² = Σgᵢ² − Bḡ².

A rotation preserves length, so Σgᵢ² = Σhᵢ², while Bḡ² = h₁². With ν = B − 1,

νw² = (B − 1)s²/σ² = Σ(gᵢ − ḡ)² = h₂² + … + h_B².

So z uses h₁ and w uses the other ν components. They share nothing. This also explains the divisor: each h² averages to 1, hence w² averages to 1.

Q: Then w is random, but independent of how far the mean has strayed. How does that change the outlier rate?

A: At a fixed w, the condition |t| > k means |z| > kw. A standard normal exceeds a in magnitude with probability erfc(a/√2). Averaging over w gives

P(|t| > k) = ∫₀^∞ f(w) erfc(kw/√2) dw,

where f is the density of w. To find f, note that √ν w is the length of a vector of ν standard normals. In ν dimensions a shell of radius R has a surface proportional to R^(ν−1), so

f(w) = C w^(ν−1) exp(−νw²/2).

The constant C follows from normalization. With y = νw²/2,

∫₀^∞ w^(ν−1) exp(−νw²/2) dw = (1/2)(2/ν)^(ν/2) Γ(ν/2),

and therefore

C = 2(ν/2)^(ν/2)/Γ(ν/2).

Q: I still don't see why overestimates and underestimates of the error bar don't compensate.

A: Regard the outlier probability as a function of V = w², the quantity whose average is 1:

g(V) = erfc(k√(V/2)).

Since the derivative of erfc(q) is −(2/√π)exp(−q²), the chain rule gives

g′(V) = −[k/√(2π)] V^(−1/2) exp(−k²V/2).

Differentiating the product once more,

g″(V) = [k/√(2π)] exp(−k²V/2) [V^(−3/2)/2 + k²V^(−1/2)/2].

This is positive for every V > 0, so g is convex and lies above its tangent at V = 1. Averaging the tangent over V gives g(1), because V averages to 1. The average of g is therefore larger than g(1), which is the normal probability. An error bar that is too small adds more outliers than an equally likely, equally large error of V in the other direction removes.

Q: So the rate exceeds the normal value for every finite B. By how much for ten blocks?

A: We need the distribution of t. Its density p is symmetric, so P(|t| > k) is twice the area beyond k, and p(k) = −(1/2)dP/dk. Differentiating erfc(kw/√2) with respect to k gives −√(2/π) w exp(−k²w²/2). Hence

p(t) = (1/√(2π)) ∫₀^∞ f(w) w exp(−t²w²/2) dw
= (C/√(2π)) ∫₀^∞ w^ν exp[−(ν + t²)w²/2] dw.

Substituting y = (ν + t²)w²/2 turns the last integral into

(1/2)[2/(ν + t²)]^((ν+1)/2) Γ((ν+1)/2).

Now insert C and take ν out of ν + t² = ν(1 + t²/ν). The factor 2 in C cancels the 1/2. The remaining powers combine as

(ν/2)^(ν/2) (2/ν)^((ν+1)/2) = √(2/ν),

and √(2/ν)/√(2π) = 1/√(πν). The result is Student's density with ν degrees of freedom:

p(t) = Γ((ν+1)/2)/[√(πν) Γ(ν/2)] · (1 + t²/ν)^(−(ν+1)/2).

Far out it falls as the power |t|^(−ν−1), not as a Gaussian. For B = 10 the probability beyond three error bars is 1.496 percent, which is 5.5 times the normal value. In 20,000 runs that makes 299 outliers.

Q: I would like one case that I can check by hand.

A: Take B = 5, so ν = 4. With Γ(5/2) = 3√π/4 and Γ(2) = 1, the prefactor is (3√π/4)/√(4π) = 3/8. Put t = 2 tan θ. Then dt = 2 dθ/cos²θ and (1 + t²/4)^(−5/2) = cos⁵θ, so

p(t) dt = (3/4) cos³θ dθ.

Since cos³θ = (1 − sin²θ)cos θ, its integral from zero is sin θ − sin³θ/3. Let x be the value of sin θ at t = k, which is x = k/√(4 + k²). Doubling for the two signs of t gives

P(|t| < k) = (3/2)(x − x³/3) = x(3 − x²)/2.

For k = 3, x = 3/√13 = 0.83205 and x² = 0.6923. The probability inside is 0.83205 × 2.3077/2 = 0.9601. About 4.0 percent lies outside, nearly fifteen times the normal value.

Q: Then the excess over the normal rate isn't one number either.

A: No, it depends on B. For independent Gaussian blocks, the probability beyond three error bars and its ratio to the normal value are:

B = 3: 9.55 percent, ratio 35
B = 5: 3.99 percent, ratio 15
B = 10: 1.50 percent, ratio 5.5
B = 20: 0.74 percent, ratio 2.7
B = 30: 0.55 percent, ratio 2.0
B = 100: 0.34 percent, ratio 1.27

Q: Even a hundred blocks leave an excess of 27 percent. Why is the approach to the normal law so slow?

A: Expand g(V) about V = 1. The linear term averages to zero, so the first correction is g″(1)/2 times the variance of V. A squared standard normal has variance 3 − 1 = 2. Since νV is a sum of ν independent ones, V has variance 2ν/ν² = 2/ν. With φ(k) = exp(−k²/2)/√(2π),

g″(1) = φ(k) k(k² + 1)/2
P(|t| > k) ≈ P(|z| > k) + φ(k) k(k² + 1)/(2ν).

The neglected terms are of order 1/ν². At k = 3, dividing by the normal probability gives

ratio ≈ 1 + 24.6/ν.

The large coefficient is the reason. An error bar that is 10 percent too small raises the normal probability beyond one error bar by 16 percent of its value, but the probability beyond three error bars by 157 percent of its value. For B = 100 the formula gives 1.25, close to 1.27. For B = 10 it gives 3.7 instead of 5.5, so with so few blocks the full Student law is needed. From that law, the ratio first falls below 2 at 31 blocks and below 1.1 at 254.

Q: You attribute my outliers to small error bars. Couldn't the run means themselves be straying too far?

A: Two things need checking: how widely the means scatter about μ, and how long the tails are. The root-mean-square deviation of the 20,000 run means from μ is 0.2330 eV. The average of your squared ten-block error bars is 0.976 times the square of this, so the means scatter about as widely as the blocks say they should. With the same block scatter, a bias of one true standard error would have halved this ratio, and a doubled spread of the means would have divided it by four. For the tails, use 0.2330 eV as the true standard error of a run, in place of each run's own estimate. What fraction lies beyond three of them?

Q: 0.295 percent, or 59 runs. I expected 54, with a counting scatter of about √54 ≈ 7. So at three true standard errors the means are consistent with the normal law.

A: And what do the 337 outliers look like?

Q: On average their error bars are 0.654 of the true one. Of these runs, 88.7 percent lie within three true standard errors of μ.

A: Ideal Gaussian blocks give 0.658 and 87.2 percent. So most of your outliers come from a deviation of less than three true standard errors, combined with an error bar that is accidentally small. Your first run is an example:

z = −0.4712/0.2330 = −2.02
w = 0.1333/0.2330 = 0.572
t = −2.02/0.572 = −3.53,

which agrees with your −3.54 up to rounding. The mean is off by two true standard errors, and the error bar is 43 percent too small.

Q: How unlikely is that run, then?

A: For a run chosen in advance, Student's law with ν = 9 gives 0.64 percent for |t| at least this large. The normal law gave 0.041 percent, too small by a factor of about sixteen. But you picked this run because it was an outlier. Among ideal ten-block outliers, a fraction 0.636/1.496 = 0.43 lies at least this far out. As an outlier it is ordinary.

Q: Student's law predicts 299 outliers and I have 337. Is the rest a bug?

A: The counting scatter is about √299 ≈ 17, so you are 2.2 such units high. With the same data cut differently, you can see whether this persists.

Q: With 5 blocks I get 4.26 percent against the predicted 3.99. With 20 blocks I get 0.815 against 0.736. All three are somewhat high.

A: They share the same data, so they are not three independent pieces of evidence. But a small real excess is plausible, because your blocks do not meet the assumptions perfectly. Suppose that the block means have an average pair correlation c. Then

Var(x̄) = (σ²/B)[1 + (B − 1)c].

From Σ(xᵢ − x̄)² = Σ(xᵢ − μ)² − B(x̄ − μ)², the expected scatter is Bσ² − B Var(x̄) = (B − 1)σ²(1 − c). Dividing by B − 1,

⟨s²⟩ = σ²(1 − c)
⟨s²/B⟩/Var(x̄) = (1 − c)/[1 + (B − 1)c].

A positive c makes this ratio less than 1, so the error bars are too small on average. This is the ratio that was 0.976 in your ten-block data, though part of its difference from 1 may be sampling noise. Skewness of the block means may add to the excess. I regard the combination of correlation and skewness as a conjecture for the remaining difference. The numerical check tests your rates against Student's law with an allowance of four counting standard deviations plus 20 percent of the predicted rate. It does not separate the two causes.

Q: Can I measure how noisy my error bars are?

A: With many runs, yes. For ideal blocks the relative variance of s² is 2/ν, which can be inverted to define

ν_eff = 2⟨s²⟩²/Var(s²).

Your ten-block data give 8.3 instead of 9, so by this measure the error bar is slightly noisier than that of ten ideal blocks. It is not a count of independent blocks: block means with heavier tails than a Gaussian lower it even when they are independent. It also needs the scatter of s² over many runs, and a single run does not supply that.

Q: There seems to be an easy way out. I have 6000 steps, so I could treat each step as a block. Then ν = 5999, and Student's law is practically normal.

A: Did you try it?

Q: I did now. Then 47.7 percent of the runs lie beyond three error bars.

A: Successive steps are correlated, so they are not 6000 independent blocks. Define the correlation time τ, in steps, by

Var(x̄) = τ Var(E_L)/N,

where N is the number of steps. The standard deviation of E_L is 4.257 eV, so

τ = 6000 × (0.2330/4.257)² = 18.0.

The single-step error bar estimates √(Var(E_L)/N) and misses the factor √τ = 4.24. Three of those bars are about 3/4.24 = 0.71 true standard errors, and a normal variable lies beyond that 47.9 percent of the time. This agrees with what you found. The failure differs from the one with few blocks. There the error bar is right on average in s² but noisy; here it is steady but too small. Student's law describes the noise and does not repair the bias.

Q: So what should I do with a run of fixed length?

A: Keep the blocks much longer than τ, then use a multiplier that matches their number. In your data, 10 blocks have 600 steps each, about 33τ, and 20 blocks have 300, about 17τ. The multipliers that leave 0.27 percent outside are

B = 5: 6.62
B = 10: 4.09
B = 20: 3.45.

Q: With 4.09 in place of 3, my ten-block data leave 0.265 percent outside.

A: That is 53 runs against the 54 you originally wanted. With a counting scatter of about 7, so close a match is partly luck, and it does not rule out a small excess like the one seen at three error bars. If you can afford longer runs, keep the block length and collect more blocks. For independent Gaussian blocks the multiplier then approaches 3, and the error bar itself shrinks. More blocks of the same length do not remove the small bias from correlation between neighbouring blocks; longer blocks reduce it.

Q: Would the same multipliers serve for any trial function, and for diffusion Monte Carlo?

A: They serve where the block means are nearly independent and nearly Gaussian. The trial function can spoil the second condition. Take ψ = exp(−αr/a₀) with α ≠ 1. The Coulomb singularity is then not cancelled, and E_L contains a term proportional to 1/r. Near the nucleus |ψ|² is finite, so the second moment involves ∫r²·r⁻² dr, which converges at r = 0. The third involves ∫r²·r⁻³ dr, which diverges logarithmically. The error bar still has a meaning, but the skewness of E_L does not exist, and a nearly Gaussian block mean cannot be taken for granted at moderate block length.

In diffusion Monte Carlo the same conditions apply to the fluctuations about the algorithm's own long-run mean. A shift of that mean, from a finite time step, a finite walker population or fixed nodes, is not covered by any multiplier.

Q: Then my 337 outliers are not evidence of a bug.

A: Their number is not, although no count of outliers can prove a program correct. Your expectation of 54 belonged to deviations measured in true standard errors, and by that measure you found 59. You had measured them in error bars estimated from ten blocks, for which the expectation is about 299. The remaining 38 runs, about 2.2 counting units, may be chance or a small effect of imperfect blocks; we did not isolate their cause.

Values computed for the example and the checks

```
normal law: P(beyond 3) = 0.270 percent
B = 3: P = 9.547 percent, ratio to normal = 35.36
B = 5: P = 3.994 percent, ratio to normal = 14.79
B = 10: P = 1.496 percent, ratio to normal = 5.54
B = 20: P = 0.736 percent, ratio to normal = 2.73
B = 30: P = 0.550 percent, ratio to normal = 2.04
B = 100: P = 0.342 percent, ratio to normal = 1.27
B = 1000: P = 0.277 percent, ratio to normal = 1.02
B = 5 closed form: x = 0.83205, P = 3.994 percent
many blocks: ratio = 1 + c/nu, c = 24.62
smallest B with ratio below 2.0: 31
smallest B with ratio below 1.1: 254
B = 5: multiplier leaving 0.27 percent outside = 6.620
B = 10: multiplier leaving 0.27 percent outside = 4.094
B = 20: multiplier leaving 0.27 percent outside = 3.447
ideal B = 10: simulated P = 1.502 percent
ideal outliers: mean estimated/true error = 0.658
ideal outliers within 3 true errors = 87.2 percent
beta = 0.1, a0 = 5.29177e-11 m, E_h = 27.21139 eV
trial energy mu = -12.67516 eV = -2.03078e-18 J
exact ground energy of this model = -13.60569 eV
standard deviation of local energy = 4.2573 eV
runs = 20000, steps per run = 6000, move width = 1.1 a0
acceptance = 27.5 percent
true standard error of a run = 0.2330 eV
integrated correlation time tau = 17.98 steps
VMC, true error used: beyond 3 = 0.295 percent
VMC, B = 5, 1200 steps each: beyond 3 = 4.260 percent
VMC, B = 10, 600 steps each: beyond 3 = 1.685 percent
VMC, B = 20, 300 steps each: beyond 3 = 0.815 percent
B = 10: mean squared error bar / true = 0.976
B = 10: effective degrees of freedom = 8.30
B = 10: beyond Student multiplier = 0.265 percent
B = 10 outliers: mean estimated/true error = 0.654
B = 10 outliers within 3 true errors = 88.7 percent
single steps as blocks: beyond 3 = 47.69 percent
prediction from tau = 47.92 percent
first outlying run, ten block energies in eV:
  -13.070 -12.753 -13.557 -14.007 -12.592
  -13.131 -13.094 -12.796 -13.434 -13.032
its mean = -13.1464 eV, error bar = 0.1333 eV
its deviation = -0.4712 eV, t = -3.536
its deviation in true errors: z = -2.022
two-sided P of its t: Student 0.636, normal 0.0407 percent
```
